# One GW Self-Energy: Pole Sum, Real-Axis Integral and Contour Deformation

## Problem

The correlation part of a diagonal GW self-energy, for one chosen external state, is the convolution

\[
\Sigma(\omega)=\frac{i}{2\pi}\int_{-\infty}^{\infty}d\omega'\,F(\omega'),\qquad
F(\omega')=\sum_m G_m(\omega+\omega')\,W_m(\omega'),
\]

with real \(\omega\). The sum runs over three internal levels \(m\) with energies \(\varepsilon_m\). Static exchange is not included: the bare interaction does not depend on frequency, so its integral needs a separate convergence factor.

The Green's function is time-ordered. Let \(\sigma_m=+1\) for an occupied level and \(\sigma_m=-1\) for an empty one. Then

\[
G_m(\omega+\omega')=\frac{1}{\omega+\omega'-\varepsilon_m-i\sigma_m\delta}
=\frac{1}{\omega'-z_m},\qquad z_m=\varepsilon_m-\omega+i\sigma_m\delta .
\]

The correlation part of the screened interaction comes from two bosons \(s\), which stand for the neutral excitations of the system:

\[
W_m(\omega')=\sum_s g_{ms}^2\,\frac{2\tilde\Omega_s}{\omega'^2-\tilde\Omega_s^2},\qquad
\tilde\Omega_s=\Omega_s-i\gamma,\quad \Omega_s>0 .
\]

At finite \(\gamma\) this form is a convenient model, not a physical screened interaction: \(W_m(0)=-\sum_s 2g_{ms}^2/\tilde\Omega_s\) is complex, whereas a physical \(W\) is real on the imaginary axis, and with finite widths \(\operatorname{Im}\Sigma\) does not vanish between the occupied and the empty levels. The \(g_{ms}\) are real couplings of the external state to level \(m\) and boson \(s\). The widths are \(\delta=0.05\) eV and \(\gamma=0.10\) eV. The other parameters are round model values, with bosons at \(\Omega_1=3\) eV and \(\Omega_2=8\) eV:

| \(m\) | \(\varepsilon_m\) (eV) | filling | \(g_{m1}\) (eV) | \(g_{m2}\) (eV) |
|---|---|---|---|---|
| 1 | −5 | occupied | 0.5 | 0.8 |
| 2 | −1 | occupied | 1.0 | 1.2 |
| 3 | 2 | empty | 0.6 | 0.9 |

Evaluate \(\Sigma\) as a sum over poles, by direct integration along the real axis, and by contour deformation. Do the three agree to numerical precision, at \(\omega=-2\) eV and also at \(\omega=-4\) eV?

## A tempting solution

Contour deformation moves the integral to the imaginary axis and treats the poles of \(G\) by residues. The small number \(\delta\) then seems to have done its work once it has told us on which side of the real axis each pole lies, so we set \(\delta=0\). The direct integral cannot do without \(\delta\), because a pole would lie on the path, so there we keep \(\delta=0.05\) eV.

At \(\omega=-4\) eV this gives

\[
\Sigma_{\text{deformed}}=0.3236+10.0073\,i\ \text{eV},\qquad
\Sigma_{\text{real axis}}=0.3234+6.6775\,i\ \text{eV}.
\]

The two differ by 3.33 eV. The deformation uses the residue of level 2, which requires \(W_2\) at \(\varepsilon_2-\omega=3\) eV, right at the first boson energy, where \(W_2\) is large. It is tempting to conclude that contour deformation is unreliable near such a frequency.

## Where the fault lies

Both numbers are accurate, but they are values of two different functions. The pole sum shows this.

First split the boson factor into partial fractions:

\[
\frac{2\tilde\Omega_s}{x^2-\tilde\Omega_s^2}
=\frac{1}{x-\tilde\Omega_s}-\frac{1}{x+\tilde\Omega_s},
\]

since the numerator on the right is \((x+\tilde\Omega_s)-(x-\tilde\Omega_s)=2\tilde\Omega_s\). The pole at \(\tilde\Omega_s\) lies below the real axis and the pole at \(-\tilde\Omega_s\) above it. At large \(|x|\), \(W_m\) falls as \(|x|^{-2}\) and \(G_m\) as \(|x|^{-1}\). An arc of radius \(R\) has length proportional to \(R\), so it contributes at order \(R^{-2}\) and vanishes. We may close the path on either side, and we choose the side without the pole of \(G_m\).

**Occupied level.** Here \(z_m\) lies above the axis, so we close below. The loop is clockwise and gives \(-2\pi i\) times the residue at \(\tilde\Omega_s\), which is \(g_{ms}^2/(\tilde\Omega_s-z_m)\). The prefactor is \((i/2\pi)(-2\pi i)=1\), hence

\[
\Sigma_{ms}=\frac{g_{ms}^2}{\tilde\Omega_s-z_m}
=\frac{g_{ms}^2}{\omega-\varepsilon_m+\Omega_s-i(\gamma+\delta)} .
\]

**Empty level.** Here \(z_m\) lies below the axis, so we close above, counterclockwise. The residue at \(-\tilde\Omega_s\) is \(-g_{ms}^2/(-\tilde\Omega_s-z_m)=g_{ms}^2/(\tilde\Omega_s+z_m)\), and the prefactor is \((i/2\pi)(2\pi i)=-1\). With \(z_m=\varepsilon_m-\omega-i\delta\),

\[
\Sigma_{ms}=-\frac{g_{ms}^2}{\tilde\Omega_s+z_m}
=\frac{g_{ms}^2}{\omega-\varepsilon_m-\Omega_s+i(\gamma+\delta)} .
\]

Both cases are contained in

\[
\Sigma(\omega)=\sum_{ms}\frac{g_{ms}^2}{D_{ms}-i\sigma_m(\gamma+\delta)},\qquad
D_{ms}=\omega-\varepsilon_m+\sigma_m\Omega_s .
\]

The two widths add. Setting \(\delta=0\) in one method therefore changes the answer that this method should give. For one term the change is

\[
\frac{g^2}{D-i\sigma\gamma}-\frac{g^2}{D-i\sigma(\gamma+\delta)}
=\frac{-i\sigma\delta\,g^2}{(D-i\sigma\gamma)\,(D-i\sigma(\gamma+\delta))} .
\]

At \(\omega=-4\) eV, level 2 and boson 1 have \(D=-4+1+3=0\). The frequency equals an occupied level energy minus a boson energy, so it is the real part of a pole of \(\Sigma\), and \(\operatorname{Im}\Sigma\) peaks there. (Such a pole gives rise to a satellite in the spectral function, but the satellite need not sit at the pole. For an external state of energy \(e\) the dressed Green's function is \(1/(\omega-e-\Sigma)\). It is suppressed at the pole when \(g^2/(\gamma+\delta)\) is comparable to or larger than \(|\omega-e|\), and the peak then moves away: for \(e=-1\) eV it lies 0.27 eV below \(-4\) eV. For a weak pole far from \(e\) the shift can be smaller than the width \(\gamma+\delta\): for the pole at 5 eV and \(e=-5\) eV it is only 0.03 eV.) The term is

\[
\frac{1.0^2}{-0.15\,i}=6.67\,i\ \text{eV}\quad(\delta=0.05\ \text{eV}),\qquad
\frac{1.0^2}{-0.10\,i}=10\,i\ \text{eV}\quad(\delta=0).
\]

The difference, 3.33 eV, accounts for nearly all of the supposed failure. The deformed result at \(\delta=0\) agrees with the pole sum at \(\delta=0\), so nothing was lost near the boson pole.

Away from such a pole, where \(|D|\gg\gamma+\delta\), the change has magnitude of about \(g^2\delta/D^2\). For the same term at \(\omega=-2\) eV, where \(D=2\) eV, that is \(1.0\times0.05/4=0.0125\) eV. This is easily overlooked, yet it is far above the error of a careful quadrature.

The height of this peak in \(\operatorname{Im}\Sigma\) is \(g^2/(\gamma+\delta)\), so it reflects the chosen widths. The area under the imaginary part of the term does not: with \(\Gamma=\gamma+\delta\), the integral of \(g^2\Gamma/(D^2+\Gamma^2)\) over \(\omega\) is \(\pi g^2\). Two calculations with different widths may thus give this peak of \(\operatorname{Im}\Sigma\) the same area while their peak values disagree.

## The right solution

Keep the same complex poles in all three methods.

### Pole sum

At \(\omega=-2\) eV the term of level 2 and boson 1 is

\[
\frac{1.0^2}{2-0.15\,i}=\frac{2+0.15\,i}{4.0225}=0.4972+0.0373\,i\ \text{eV}.
\]

The six terms are:

| \(m,s\) | \(D_{ms}\) (eV) | \(\Sigma_{ms}\) (eV) |
|---|---|---|
| 1,1 | 6 | \(0.04164+0.00104\,i\) |
| 1,2 | 11 | \(0.05817+0.00079\,i\) |
| 2,1 | 2 | \(0.49720+0.03729\,i\) |
| 2,2 | 7 | \(0.20562+0.00441\,i\) |
| 3,1 | −7 | \(-0.05140-0.00110\,i\) |
| 3,2 | −12 | \(-0.06749-0.00084\,i\) |

Their sum is \(\Sigma=0.68374+0.04159\,i\) eV.

### Direct integration

On the real axis the integrand has sharp features at the real parts of its poles, \(\omega'=\varepsilon_m-\omega\) and \(\omega'=\pm\Omega_s\). Dividing the range at these points lets an adaptive quadrature resolve them. The result at \(\omega=-2\) eV is again \(0.68374+0.04159\,i\) eV.

At \(\omega=-4\) eV, the pole \(z_2=3+0.05\,i\) eV lies just above the path and \(\tilde\Omega_1=3-0.10\,i\) eV just below it. Their separation is 0.15 eV, and the corresponding term \(g^2/(\tilde\Omega_1-z_2)\) is inversely proportional to it. This is the geometric reason why the widths add.

### Contour deformation

The poles of \(W_m\) lie in the fourth quadrant (\(\tilde\Omega_s\)) and in the second (\(-\tilde\Omega_s\)). We therefore turn the path through the first and third quadrants, where only poles of \(G\) can occur.

In the first quadrant, go from 0 to \(\infty\) along the real axis, along the arc to \(i\infty\), and back to 0. This loop is counterclockwise. The arc vanishes, so

\[
\int_0^{\infty}F\,dx-\int_0^{i\infty}F\,dz=2\pi i\sum_{z_m\in Q_1}W_m(z_m),
\]

because the residue of \(W_m(z)/(z-z_m)\) at \(z_m\) is \(W_m(z_m)\). In the third quadrant, go from \(-\infty\) to 0, down to \(-i\infty\), and back along the arc. This loop is clockwise:

\[
\int_{-\infty}^{0}F\,dx+\int_0^{-i\infty}F\,dz=-2\pi i\sum_{z_m\in Q_3}W_m(z_m).
\]

Add the two equations and move the imaginary-axis integrals to the right. They combine into one integral from \(-i\infty\) to \(i\infty\). Put \(z=i\xi\), \(dz=i\,d\xi\), and multiply by \(i/2\pi\). The integral acquires the factor \((i/2\pi)\,i=-1/2\pi\), and the residues acquire \((i/2\pi)(2\pi i)=-1\).

A pole \(z_m\) is in the first quadrant if the level is occupied and \(\varepsilon_m>\omega\). It is in the third if the level is empty and \(\varepsilon_m<\omega\). Hence

\[
\Sigma(\omega)=-\frac{1}{2\pi}\int_{-\infty}^{\infty}d\xi\sum_m\frac{W_m(i\xi)}{i\xi-z_m}
-\sum_{\substack{m\ \text{occ}\\ \varepsilon_m>\omega}}W_m(z_m)
+\sum_{\substack{m\ \text{empty}\\ \varepsilon_m<\omega}}W_m(z_m).
\]

At \(\omega=-2\) eV only level 2 is enclosed, with \(z_2=1+0.05\,i\) eV. Without the widths its contribution would be

\[
-W_2(1)\approx-\left[\frac{1.0\times 6}{1-9}+\frac{1.44\times16}{1-64}\right]
=0.750+0.366=1.116\ \text{eV}.
\]

With the widths it is \(1.11278+0.04571\,i\) eV. The imaginary-axis part is \(-0.42904-0.00412\,i\) eV, and the sum is

\[
\Sigma=0.68374+0.04159\,i\ \text{eV}.
\]

Without the residue even the sign of the real part would be wrong.

### Why the agreement holds at finite widths

The imaginary-axis integral can itself be done in closed form. For one level and one boson call it \(J\). Since \(d\xi=-i\,dz\), its prefactor \(-1/2\pi\) becomes \(i/2\pi\) when written as an integral over \(z\). Close the path to the right. The loop is clockwise and \((i/2\pi)(-2\pi i)=1\), so \(J\) is the sum of the residues in the right half-plane.

If \(\operatorname{Re}z_m<0\), the pole at \(\tilde\Omega_s\) is the only one there:

\[
J_<=\frac{g^2}{\tilde\Omega_s-z_m}.
\]

If \(\operatorname{Re}z_m>0\), the pole of \(G\) adds the one-boson part of \(W_m(z_m)\), which we call \(w\):

\[
w=\frac{g^2}{z_m-\tilde\Omega_s}-\frac{g^2}{z_m+\tilde\Omega_s},\qquad
J_>=J_<+w=-\frac{g^2}{\tilde\Omega_s+z_m}.
\]

(If the two poles coincide, this last form follows by continuity.) The four possible cases are then:

- Occupied, \(\varepsilon_m<\omega\): no residue, total \(J_<\).
- Occupied, \(\varepsilon_m>\omega\): total \(J_>-w=J_<\).
- Empty, \(\varepsilon_m>\omega\): no residue, total \(J_>\).
- Empty, \(\varepsilon_m<\omega\): total \(J_<+w=J_>\).

An occupied level always gives \(J_<\) and an empty one \(J_>\), which are the two pole-sum terms found above. No step required small widths.

### At a level energy

When \(\omega=\varepsilon_m\), the pole \(z_m=i\sigma_m\delta\) lies on the imaginary path. Approaching from the two sides gives \(J_<\) and \(J_>\). These limits equal the principal value plus and minus the same half-residue term, so the principal value is their average, \(J_<+w/2=J_>-w/2\). An occupied level needs \(J_<\), so half of \(w\) is subtracted. An empty level needs \(J_>\), so half is added. The jump in the integral and the jump in the residue part cancel, and \(\Sigma\) is continuous.

### Comparison over frequency

| \(\omega\) (eV) | \(G\) poles used | \(\Sigma\) (eV) |
|---|---|---|
| −6.5 | levels 1, 2 | \(0.3584+0.0763\,i\) |
| −4 | level 2 | \(0.3234+6.6775\,i\) |
| −2 | level 2 | \(0.6837+0.0416\,i\) |
| −1 | half of level 2 | \(0.4679+0.0189\,i\) |
| 0 | none | \(0.3372+0.0098\,i\) |
| 2 | half of level 3 | \(0.1442-0.0011\,i\) |
| 3 | level 3 | \(0.0308-0.0107\,i\) |
| 5 | level 3 | \(0.1069-2.4014\,i\) |

At these eight frequencies both integrations differ from the pole sum by at most about \(2\times10^{-15}\) eV; the numerical check requires less than \(10^{-9}\) eV. The answer to the problem is yes, at \(\omega=-4\) eV as well.

The peak at 5 eV belongs to the empty level plus the first boson, with \(0.36/(0.15\,i)=-2.4\,i\) eV. Its sign is opposite to that at −4 eV because \(\sigma_m\) has changed.

## When may \(\delta\) be dropped?

For \(\omega\neq\varepsilon_m\), contour deformation has a regular limit \(\delta\to0\), and setting \(\delta=0\) there is legitimate. The result must then be compared with a pole sum of width \(\gamma\) alone. Since the pole sum depends only on \(\gamma+\delta\), one may also set \(\delta=0\) and give the bosons a width of 0.15 eV. That reproduces the original function. This exact exchange of widths belongs to the present form of \(W_m\). Take instead \(W_m(\omega')=\sum_s g_{ms}^2\left[1/(|\omega'|+i\gamma-\Omega_s)-1/(|\omega'|+i\gamma+\Omega_s)\right]\), whose continuation to the imaginary axis is real. Deformation and real-axis integral still agree, giving \(0.6884+0.0337\,i\) eV at \(\omega=-2\) eV, but \(\delta=0\) with \(\gamma=0.15\) eV gives \(0.6910+0.0297\,i\) eV.

The deformation also changes the cost. The table gives the absolute error, relative to the pole sum, of one Gauss–Legendre rule with \(N\) nodes per half-axis. The half-axis is mapped by \(x=a(1+t)/(1-t)\) with \(a=5\) eV.

| \(N\) | real axis, \(\omega=-2\) eV | imaginary axis, \(\omega=-2\) eV | imaginary axis, \(\omega=-1.02\) eV |
|---|---|---|---|
| 8 | 1.0 eV | \(1\times10^{-4}\) eV | 0.5 eV |
| 32 | 1.9 eV | \(5\times10^{-16}\) eV | 0.08 eV |
| 256 | 0.08 eV | \(1\times10^{-16}\) eV | \(2\times10^{-9}\) eV |
| 1024 | \(2\times10^{-7}\) eV | \(5\times10^{-15}\) eV | \(2\times10^{-13}\) eV |

The entries of \(2\times10^{-13}\) eV and below are double-precision round-off, not the error of the rule itself.

A pole close to the path makes a narrow feature in the integrand, and the rule resolves it only once the local node spacing is smaller than the distance of the pole from the path. The real path passes the poles at distances \(\delta\) and \(\gamma\). The imaginary path passes the boson poles at distance \(\Omega_s\) and the poles of \(G\) at \(|\omega-\varepsilon_m|\). At \(\omega=-2\) eV the smallest of these is 1 eV, but at \(\omega=-1.02\) eV it is 0.02 eV, and the imaginary-axis rule needs many more nodes: at \(N=32\) its error is 0.08 eV instead of the round-off level. Distance alone does not fix the rate. The nodes are spaced by about \(\pi\sqrt{1-t^2}/N\) in \(t\), and \(dx/dt=(x+a)^2/2a\). The pole \(z_2=0.02+0.05\,i\) eV lies beside the path at \(\xi=0.05\) eV, where \(t\approx-0.98\) and the spacing for \(N=256\) is about 0.006 eV, below its distance of 0.02 eV. The error there is \(2\times10^{-9}\) eV. On the real axis at \(\omega=-2\) eV, the pole \(z_1=-3+0.05\,i\) eV meets a spacing of about 0.08 eV, larger than its distance of 0.05 eV. The size of the residue matters as well. Since \(z_1\) lies only 0.05 eV from \(-\tilde\Omega_1=-3+0.10\,i\) eV, its residue \(W_1(z_1)\) has magnitude of about \(0.25/0.05=5\) eV. When \(F\) is split into partial fractions, the term of \(z_1\) alone has an error of about 0.08 eV at \(N=256\). The pole \(z_3=4-0.05\,i\) eV meets a wider spacing, about 0.1 eV, but its residue is only 0.04 eV and its term contributes about 0.002 eV. The third column also depends on \(\delta\). With \(\delta=0\) the pole lies beside \(\xi=0\), where the nodes cluster, and at \(\omega=-1.02\) eV the error is \(3\times10^{-3}\) eV at \(N=32\) and at the round-off level at \(N=256\). In either case, close to a level the nearly singular part needs separate treatment or more nodes.

## Computed results

```
levels (eV): [-5. -1.  2.]  occupied: [ True  True False]
bosons (eV): [3. 8.]
couplings g of level 1 (eV): [0.5 0.8]
couplings g of level 2 (eV): [1.  1.2]
couplings g of level 3 (eV): [0.6 0.9]
delta = 0.05 eV, gamma = 0.10 eV
--- worked frequency w = -2.0 eV ---
pole term level 1 boson 1: +0.0416406413 +0.0010410160i eV
pole term level 1 boson 2: +0.0581710013 +0.0007932409i eV
pole term level 2 boson 1: +0.4972032318 +0.0372902424i eV
pole term level 2 boson 2: +0.2056198684 +0.0044061400i eV
pole term level 3 boson 1: -0.0514049671 -0.0011015350i eV
pole term level 3 boson 2: -0.0674894548 -0.0008436182i eV
pole sum           : +0.6837403209 +0.0415854862i eV
real-axis integral : +0.6837403209 +0.0415854862i eV
imaginary-axis part: -0.4290387848 -0.0041242695i eV
residue part       : +1.1127791057 +0.0457097557i eV
contour deformation: +0.6837403209 +0.0415854862i eV
enclosed pole z_2 = 1.00 +0.05i eV
--- w (eV), Sigma (eV), |real axis - sum|, |deformed - sum| (eV) ---
 -6.5 +0.35840843 +0.07626808i  2.3e-16  2.2e-16
 -4.0 +0.32340524 +6.67753790i  1.9e-15  2.1e-15
 -2.0 +0.68374032 +0.04158549i  2.3e-16  1.2e-16
 -1.0 +0.46787652 +0.01892743i  1.6e-16  6.5e-17
  0.0 +0.33715069 +0.00980868i  2.3e-16  8.1e-17
  2.0 +0.14418893 -0.00113241i  8.5e-16  3.8e-17
  3.0 +0.03083802 -0.01065853i  1.5e-15  1.6e-17
  5.0 +0.10685256 -2.40138424i  5.3e-16  9.4e-16
closed form of imaginary-axis integral, max error: 7.9e-17 eV
arc integral at R = 1e3, 1e4 eV: 5.593e-05, 5.591e-07 eV
--- satellite w = -4.0 eV ---
deformation, delta = 0   : +0.3235988876 +10.0072516131i eV
pole sum, delta = 0      : +0.3235988876 +10.0072516131i eV
real axis, delta = 0.05  : +0.3234052355 +6.6775379041i eV
false disagreement from unequal widths: 3.3297 eV
--- fixed rule, map scale 5 eV: errors in eV ---
nodes per half-axis, real w=-2, imag w=-2, imag w=-1.02
    8  1.0e+00  1.0e-04  5.3e-01
   16  1.2e+00  5.6e-09  2.5e-01
   32  1.9e+00  4.7e-16  7.8e-02
   64  9.0e-01  6.7e-16  6.8e-03
  256  8.4e-02  1.1e-16  2.3e-09
 1024  2.1e-07  4.9e-15  1.8e-13
```
